# Dopant profile and uniform growth rate in Czochralski growth with evaporation, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From two balances to the uniform growth rate

### A dopant that the crystal hardly accepts

Take a stirred melt of volume $V$ holding an amount $N$ of dopant, so that the concentration is $C=N/V$. Let the crystal take up so little dopant that its share can be neglected in the balance. Freezing then removes melt volume at a constant rate $q$ and leaves the dopant behind. At the free surface, of area $A_f$, dopant escapes with flux $hC$, where $h$ has the dimension of a velocity. Thus

$$
\frac{dV}{dt}=-q,\qquad \frac{dN}{dt}=-hA_fC .
$$

The quotient rule gives

$$
\frac{dC}{dt}=\frac{1}{V}\frac{dN}{dt}-\frac{N}{V^2}\frac{dV}{dt}
=-\frac{hA_fC}{V}+\frac{qC}{V}
=\frac{C}{V}\,(q-hA_f).
$$

The first term dilutes the melt by evaporation. The second enriches it, because the same dopant is confined to less liquid. They cancel when $q=hA_f$. The product $hA_f$ can be read as the volume of melt cleared of dopant per unit time. If freezing consumes volume at that same rate, the concentration stays constant although both $V$ and $N$ fall.

The melt volume has dropped out of the condition. A small melt is enriched faster by freezing than a large one, but it is also depleted faster by evaporation, and both effects scale as $1/V$. This is why one constant growth rate can serve for the whole crystal.

A crystal that accepts some dopant needs less help from evaporation. If it takes up a fraction $k$ of what the consumed liquid contained, only the rejected part $(1-k)qC$ has to be evaporated, and the condition becomes $hA_f=(1-k)q$. The balances below put this on a firm footing, include the density change on freezing, and give the profile when the condition is not met.

### Quantities and assumptions

The melt contains a host mass $M$, initially $M_0$. The mass of dopant in it is $N$, and

$$
w=\frac{N}{M}
$$

is the dopant mass per host mass. The initial value is $w_0$. The same ratio in the newly frozen solid is $w_S$. The frozen fraction $f$ is the host mass in the crystal divided by $M_0$.

Segregation at the interface is described by

$$
w_S=kw .
$$

Since $w$ is a mass ratio, changing to the ratio of dopant atoms to host atoms multiplies $w_S$ and $w$ by the same factor, and $k$ is unchanged. The ratio of concentrations per volume is different. In the dilute limit these concentrations are $C_S=\rho_Sw_S$ and $C=\rho_Lw$, where $\rho_S$ and $\rho_L$ are the solid and liquid densities, so that

$$
\frac{C_S}{C}=k\,\frac{\rho_S}{\rho_L}.
$$

A segregation coefficient defined by volume concentrations must therefore be multiplied by $\rho_L/\rho_S$ before it is used here.

The crystal has constant cross-section $A_c$ and lengthens at the constant rate $v$. This growth rate is the length of solid added per unit time. It is not the speed of the seed relative to the crucible, which is treated at the end of this part.

The model makes the following assumptions.

- The melt has a uniform composition at each instant. Mixing must be fast compared with the time in which freezing and evaporation change that composition.
- The dopant is dilute, so that it does not affect the densities, the host balance or $k$.
- Dopant does not diffuse appreciably in the solid after freezing. The composition laid down at the interface is then the final axial profile.
- The net loss to the gas is of first order, with flux $hC$. Under argon most evaporated atoms can return to the melt; $h$ then already includes this return. The fresh gas brings no dopant with it.
- No material is fed into the melt, and host evaporation is negligible.
- The quantities $k$, $h$, $v$, $A_c$ and $A_f$ are constant during growth of the crystal body.

The area $A_f$ is the open liquid surface. For a cylindrical crucible of cross-section $A_{cr}$ it is

$$
A_f=A_{cr}-A_c ,
$$

if the small curved meniscus around the crystal is ignored.

### The two balances

In a time $dt$ the crystal gains the volume $A_cv\,dt$ and the host mass $\rho_SA_cv\,dt$. The melt loses the same mass:

$$
\frac{dM}{dt}=-\rho_SA_cv. \tag{1}
$$

The solid density appears because $v$ measures the length of solid. The liquid volume consumed per time is $q=\rho_SA_cv/\rho_L$. For a material whose liquid is denser than its solid, this is smaller than the volume of crystal produced.

The dopant has two exits. The crystal receives $w_S=kw$ per unit host mass frozen, and the gas receives $hA_fC=hA_f\rho_Lw$ per unit time. Hence

$$
\frac{dN}{dt}=-kw\,\rho_SA_cv-hA_f\rho_Lw. \tag{2}
$$

Both terms are negative because both exits lower the amount in the melt. The ratio of the evaporation term to the factor $w\rho_SA_cv$ is the dimensionless loss number

$$
g=\frac{\rho_LhA_f}{\rho_SA_cv}. \tag{3}
$$

It compares the volume cleared by evaporation with the volume consumed by freezing, since $g=hA_f/q$. It is convenient to collect everything except the growth rate in a velocity

$$
v_e=\frac{\rho_LhA_f}{\rho_SA_c},\qquad g=\frac{v_e}{v}. \tag{4}
$$

With this notation equation (2) reads

$$
\frac{dN}{dt}=-(k+g)\,w\,\rho_SA_cv. \tag{5}
$$

### Eliminating time

Divide equation (5) by equation (1). The minus signs and the factor $\rho_SA_cv$ cancel:

$$
\frac{dN}{dM}=(k+g)w. \tag{6}
$$

Since $N=wM$, the product rule gives

$$
\frac{dN}{dM}=w+M\frac{dw}{dM}.
$$

Insert this in equation (6) and subtract $w$ from both sides:

$$
M\frac{dw}{dM}=(k+g-1)w.
$$

Division by $w$ turns this into a relation between logarithms,

$$
\frac{d\ln w}{d\ln M}=k+g-1. \tag{7}
$$

The evaporation term has a positive sign here although evaporation lowers the doping. The reason is that $\ln M$ decreases as growth proceeds. A positive right-hand side means that $w$ falls together with $M$, and therefore falls from seed to tail.

For constant $k$ and $g$, integrate equation (7) from the initial state $(M_0,w_0)$ to a later state $(M,w)$:

$$
\ln\frac{w}{w_0}=(k+g-1)\ln\frac{M}{M_0}.
$$

Conservation of host mass gives $M=M_0(1-f)$. Exponentiation and multiplication by $k$ then give the profile in the solid:

$$
w_S(f)=kw_0(1-f)^p,\qquad p=k+g-1. \tag{8}
$$

This is the modified Scheil law. Evaporation leaves the power law intact and adds $g$ to its exponent. The reason is that the fractional loss rates by freezing and by evaporation both vary as $1/M$, so their ratio is the same at every stage of growth.

For $g=0$ the exponent is $k-1$, the ordinary Scheil value. For $k<1$ the doping then rises toward the tail. As $f$ approaches 1 with $p<0$, equation (8) diverges. The dilute approximation fails before that point, so the divergence has no physical meaning. For $p>0$ the formula tends to zero at the tail.

To obtain the profile against position, let $z$ be the distance from the start of the crystal body. The frozen mass is $fM_0=\rho_SA_cz$, so

$$
f=\frac{\rho_SA_cz}{M_0}. \tag{9}
$$

Here $M_0$ is the melt mass at the start of the body. Any mass already used for the neck and crown has to be subtracted from the charge.

### The rate for uniform doping

The profile (8) is independent of $f$ when $p=0$. This requires $g=1-k$. With $g=v_e/v$,

$$
\frac{v_e}{v}=1-k .
$$

For $0<k<1$ the solution is

$$
v^*=\frac{v_e}{1-k}
=\frac{\rho_LhA_f}{\rho_SA_c(1-k)}. \tag{10}
$$

For a circular crystal of diameter $d_c$ in a cylindrical crucible of diameter $d_{cr}$, the area ratio is $A_f/A_c=(d_{cr}/d_c)^2-1$. The uniform rate does not depend on the charge mass or on the doping level within this model. It is proportional to $h$, and it falls when a thicker crystal is grown from the same crucible, both because more material is frozen per unit length and because less surface remains open.

Equation (10) also gives $v_e=(1-k)v^*$. Substitution into the exponent yields

$$
p=\frac{(1-k)v^*}{v}-(1-k)
=(1-k)\left(\frac{v^*}{v}-1\right). \tag{11}
$$

If $v>v^*$, then $p<0$ and the doping rises toward the tail: evaporation has too little time to remove the rejected dopant. If $v<v^*$, then $p>0$ and the doping falls. For very fast growth $p$ approaches $k-1$, so within the model the rise is limited by the ordinary Scheil profile. For very slow growth $p$ grows without limit, and the tail is strongly depleted.

For $k=1$ the exponent is $p=g$, and for $k>1$ it is larger than $g$. With $h>0$ it is positive at any finite growth rate. Freezing does not enrich the melt in these cases, so there is nothing for evaporation to compensate, and no finite positive $v^*$ exists.

### Where the dopant goes

The total dopant left in the melt follows from $N=wM$ and equation (8):

$$
N=N_0(1-f)^{p+1}=N_0(1-f)^{k+g}. \tag{12}
$$

The amount that has left is $N_0-N$. At each instant the two terms of equation (5) stand in the ratio $k:g$. Since both numbers are constant, the accumulated amounts have the same ratio. The crystal and the gas have therefore received

$$
N_S=\frac{k}{k+g}\left[1-(1-f)^{k+g}\right]N_0,\qquad
N_G=\frac{g}{k+g}\left[1-(1-f)^{k+g}\right]N_0. \tag{13}
$$

At the uniform rate $k+g=1$, and these expressions reduce to

$$
N_S=kfN_0,\qquad N_G=(1-k)fN_0,\qquad N=(1-f)N_0. \tag{14}
$$

At this rate, nearly all of the dopant that leaves the melt goes into the gas if $k$ is small. At much faster growth the share of the gas, $g/(k+g)$, is smaller. Uniformity is obtained by discarding what the crystal rejects. The discarded dopant leaves with the exhaust or condenses on cooler parts of the furnace, and the charge cannot be estimated from the dopant content of the crystal alone.

### From growth rate to pull speed

The melt level sinks while the crystal grows. In a cylindrical crucible the liquid height is $z_L=M/(\rho_LA_{cr})$, and equation (1) gives

$$
\frac{dz_L}{dt}=-\frac{\rho_SA_cv}{\rho_LA_{cr}} .
$$

The growth interface is taken to lie at the melt level, or at a constant meniscus height above it. The height of the seed relative to the crucible is then $z_L$ plus the crystal length and a constant. Its speed is

$$
v_{pull}=v+\frac{dz_L}{dt}
=v\left(1-\frac{\rho_SA_c}{\rho_LA_{cr}}\right). \tag{15}
$$

This is the speed relative to the crucible. If the crucible is lifted so that the melt level stays fixed in the furnace, the seed moves at $v$ in the furnace frame and the crucible moves upward at the sinking speed. Their difference is again equation (15). A controller that reports seed speed in the furnace frame and one that reports it relative to the crucible thus require different set values for the same growth rate.

## Part 2. A silicon example and the limits of the result

### Symbols and results carried over

The melt has host mass $M=M_0(1-f)$ and dopant mass ratio $w$. The crystal takes up $w_S=kw$. The crystal area is $A_c$, the open melt area $A_f$, the crucible area $A_{cr}$, and the densities are $\rho_S$ and $\rho_L$. Evaporation has the coefficient $h$, and $v$ is the rate at which the solid lengthens. With

$$
v_e=\frac{\rho_LhA_f}{\rho_SA_c},\qquad g=\frac{v_e}{v},
$$

the profile is $w_S=kw_0(1-f)^p$ with $p=k+g-1$. For $0<k<1$ it is uniform at $v^*=v_e/(1-k)$. The local form of the law is $d\ln w/d\ln M=k+g-1$.

### Antimony in a silicon melt

A charge of 60 kg is held in a crucible of 45 cm diameter, and the crystal has a diameter of 20 cm. The rough typical inputs are $k=0.023$, $h=2.0\times10^{-4}$ cm/s, $\rho_L=2.56$ g/cm³ and $\rho_S=2.30$ g/cm³. The value of $h$ is meant for the net loss under argon at reduced pressure. The value of $k$ is taken to refer to mass or atom ratios, as defined in Part 1. If 0.023 were instead a ratio of concentrations per volume, the antimony charge calculated below would be about 10% smaller, while $v^*$ would change by only about 0.3%.

The crystal area is 314.2 cm² and the open melt area is 1276.3 cm², a ratio of 4.0625. Equation (10) gives

$$
v^*=\frac{2.56}{2.30}\,
\frac{(2.0\times10^{-4}\ \mathrm{cm/s})(4.0625)}{1-0.023}
=9.256\times10^{-4}\ \mathrm{cm/s},
$$

or 0.555 mm/min. The extra digits serve to follow the arithmetic; the rough value of $h$ does not support them as a prediction. The pull speed relative to the crucible is $0.8225\,v^*=0.457$ mm/min.

Let the body end at $f=0.75$. It then contains 45 kg of silicon and has the length

$$
\frac{45000\ \mathrm{g}}{(2.30\ \mathrm{g/cm^3})(314.2\ \mathrm{cm^2})}
=62.3\ \mathrm{cm}.
$$

At $v^*$ its growth takes 18.7 h.

The target at the seed end is $1.0\times10^{18}$ cm⁻³. With a silicon atom density of $4.932\times10^{22}$ cm⁻³, the Sb/Si atom ratio in the initial melt must be

$$
\frac{1.0\times10^{18}}{(0.023)(4.932\times10^{22})}
=8.816\times10^{-4}.
$$

Multiplication by the 60 kg of silicon and by the ratio of the molar masses, 121.76/28.085, gives 229.3 g of antimony. The atom density used here belongs to the hot solid with density $\rho_S$; if the target refers to the crystal at room temperature, the charge is about 1% smaller. Integrating the melt, crystal and gas inventories in time with these inputs gives 3.96 g in the crystal, 168.0 g in the gas and 57.3 g in the melt at $f=0.75$. These amounts agree with equation (14). The evaporated mass is about forty times the mass built into the crystal.

The uniform rate was also tested without using its formula. The inventories were integrated to $f=0.75$ and the growth rate was varied until the tail and seed concentrations agreed. For $k=0.023$ and for $k=0.35$, with the other inputs unchanged, the rate found agreed with equation (10) to within one part in $10^6$.

The balances give a single growth rate at which evaporation removes exactly the dopant that the crystal rejects, and for the antimony example this rate is 0.555 mm/min. What remains is to see how sensitive the profile is to the growth rate and the evaporation coefficient, how that coefficient can be found from a grown crystal, and how varying conditions and neglected effects change the result.
